# The Caroli transmission formula for a finite tight-binding channel

For non-interacting electrons passing through a finite channel C between two leads L and R, the transmission at energy $E$, summed over all incoming and outgoing lead modes, is

$$T(E)=\mathrm{Tr}\left[\Gamma_R\,G\,\Gamma_L\,G^\dagger\right],\qquad G=\left(E+i0-H_C-\Sigma_L-\Sigma_R\right)^{-1}.$$

Here $H_C$ is the channel Hamiltonian, $\Sigma_a$ is the retarded self-energy of lead $a$, and $\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)$. All are matrices on the channel sites. The basis is orthonormal, the Hamiltonian is static, and no hopping connects L directly to R. The time factor is $e^{-iEt/\hbar}$. Energies at band edges and at bound states are excluded.

## 1. One site between two chains

Take two semi-infinite chains with site energy zero and hopping $-t_0$, joined through one site of energy $U$. In each lead, number the sites $j=0,1,2,\dots$ outward from the channel. A wave $\lambda^j$ with $\lambda=e^{ik}$ satisfies the lead equation if

$$E=-t_0(\lambda+\lambda^{-1})=-2t_0\cos k .$$

Its velocity is $\hbar^{-1}dE/dk=(2t_0/\hbar)\sin k$ in sites per unit time, so for $0<k<\pi$ it moves outward. Send a unit wave in from the left:

$$a_j=\lambda^{-j}+r\lambda^{j}\ \ (\text{left}),\qquad b_j=s\lambda^j\ \ (\text{right}),$$

and call the channel amplitude $\psi$. At $j=0$ in either lead, $\psi$ stands where the bulk equation would have the amplitude at $j=-1$. Therefore

$$\psi=b_{-1}=s/\lambda,\qquad \psi=a_{-1}=\lambda+r/\lambda .$$

These give $b_0=\lambda\psi$ and $a_0=1+r=1+\lambda(\psi-\lambda)=\lambda\psi+1-\lambda^2$. The equation on the channel site becomes

$$(E-U)\psi=-t_0(a_0+b_0)=-2t_0\lambda\psi-t_0(1-\lambda^2).$$

Each lead has left behind a term $\Sigma=-t_0\lambda$, and the incoming wave has left a source:

$$\psi=G\left[-t_0(1-\lambda^2)\right],\qquad G=\frac{1}{E-U-2\Sigma}.$$

With $\Gamma_1=i(\Sigma-\Sigma^*)=2t_0\sin k$ for each lead, the denominator is

$$E-U+2t_0\lambda=-U+t_0(\lambda-\lambda^{-1})=-U+i\Gamma_1 .$$

The source has squared modulus $t_0^2|1-\lambda^2|^2=4t_0^2\sin^2k=\Gamma_1^2$. The two leads have equal velocities, so $T=|s|^2=|\psi|^2$ and

$$T=\Gamma_1|G|^2\Gamma_1=\frac{\Gamma_1^2}{\Gamma_1^2+U^2}.$$

This is the trace formula for $1\times1$ matrices. For $U=0$ the chain is uniform and $T=1$. For $|U|\gg\Gamma_1$, $T\approx(\Gamma_1/U)^2$.

For $t_0=U=0.30$ eV and $E=-0.30$ eV, $\cos k=0.5$ and $\Gamma_1=0.60\times0.8660=0.5196$ eV. Then $T=0.27/(0.27+0.09)=0.75$.

## 2. Any channel: eliminating the leads

Let $H_a$ be the Hamiltonian of isolated lead $a$, and let $\tau_a$ be the hopping matrix from C into that lead. Then $\tau_a^\dagger$ leads back into C. The retarded Green function of the whole system is

$$\mathcal G(E)=-\frac{i}{\hbar}\int_0^\infty du\,e^{i(E+i\eta-H)u/\hbar}=(E+i\eta-H)^{-1},\qquad \eta\to0^+ .$$

The lead length goes to infinity before $\eta$ goes to zero, so that a wave sent outward does not return. Write $z=E+i\eta$ and $G=\mathcal G_{CC}$. The columns of $(z-H)\mathcal G=1$ that belong to C read

$$(z-H_a)\mathcal G_{aC}-\tau_aG=0,\qquad (z-H_C)G-\sum_a\tau_a^\dagger\mathcal G_{aC}=1 .$$

The first gives $\mathcal G_{aC}=g_a\tau_aG$ with $g_a=(z-H_a)^{-1}$. Inserting it in the second gives

$$\left(z-H_C-\Sigma_L-\Sigma_R\right)G=1,\qquad \Sigma_a=\tau_a^\dagger g_a\tau_a .$$

This elimination involves no approximation. It keeps the finite matrix size but makes the effective channel matrix energy dependent and non-Hermitian.

To see what the non-Hermitian part means, expand $g_a$ in the orthonormal eigenstates $\varphi_k$ of the isolated lead, with energies $E_k$. Since

$$i\left(\frac1{x+i\eta}-\frac1{x-i\eta}\right)=\frac{2\eta}{x^2+\eta^2}\ \longrightarrow\ 2\pi\delta(x),$$

we find

$$\Gamma_a=2\pi\sum_{k\in a}\tau_a^\dagger\varphi_k\varphi_k^\dagger\tau_a\,\delta(E-E_k).$$

Thus $\Gamma_a$ is Hermitian and has no negative eigenvalues. It measures the lead states at energy $E$, weighted by their hopping into the channel. If the lead has no states at $E$, then $\Gamma_a=0$ and $T=0$.

## 3. The wave injected by a lead state

Start with an electron in $\varphi_k$ of isolated L and switch on the couplings $V=\sum_a(\tau_a+\tau_a^\dagger)$ at time zero. Write the state as $\varphi_ke^{-iE_kt/\hbar}+\delta(t)$. Because $\varphi_k$ is an eigenstate without $V$,

$$i\hbar\,\dot\delta=H\delta+V\varphi_ke^{-iE_kt/\hbar},\qquad \delta(0)=0 .$$

Solving this linear equation and putting $u=t-t'$, where $t'$ is the earlier time at which the source acts, gives

$$\delta(t)=e^{-iE_kt/\hbar}\left(-\frac i\hbar\right)\int_0^t du\,e^{i(E_k-H)u/\hbar}V\varphi_k .$$

For infinite leads without bound states, the contributions from large $u$ move away from the contact region. There the integral tends to $\mathcal G(E_k)V\varphi_k$. Since $\varphi_k$ lies in L, $V\varphi_k=\tau_L^\dagger\varphi_k$ lies in C. Dropping the common time factor,

$$\psi_C=G\,\tau_L^\dagger\varphi_k,\qquad \psi_R=\mathcal G_{RC}\tau_L^\dagger\varphi_k=g_R\tau_R\psi_C .$$

The initial states $\varphi_k$ are orthonormal and keep their occupations during the evolution. This is why each injected wave later carries the occupation $f_L(E_k)$.

The single site shows the same structure. The standing wave of its isolated left lead must vanish at $j=-1$, so with a unit incoming part it is $\varphi_j=\lambda^{-j}-\lambda^{j+2}$. Its end value is $1-\lambda^2$, and $\tau_L^\dagger\varphi=-t_0(1-\lambda^2)$ is the source found in section 1.

## 4. The current and the trace

In the right lead, $i\hbar\dot\psi_R=H_R\psi_R+\tau_R\psi_C$. The term with $H_R$ is Hermitian and cannot change the probability there, so

$$\frac{d}{dt}\psi_R^\dagger\psi_R=2\,\mathrm{Re}\left[-\frac i\hbar\psi_R^\dagger\tau_R\psi_C\right]=\frac2\hbar\,\mathrm{Im}\left(\psi_R^\dagger\tau_R\psi_C\right).$$

For a stationary wave this expression is the steady flow through the contact. With $\psi_R=g_R\tau_R\psi_C$,

$$\frac2\hbar\,\mathrm{Im}\left(\psi_C^\dagger\Sigma_R^\dagger\psi_C\right)=\frac{1}{i\hbar}\psi_C^\dagger(\Sigma_R^\dagger-\Sigma_R)\psi_C=\frac1\hbar\psi_C^\dagger\Gamma_R\psi_C .$$

Now add the flows from all states of L, with occupations $f_L$. The expression for $\Gamma_L$ in section 2 gives

$$\sum_{k\in L}\delta(E-E_k)\,\psi_C\psi_C^\dagger=G\,\frac{\Gamma_L}{2\pi}\,G^\dagger .$$

The particle flow per spin is therefore

$$J_{L\to R}=\frac1{2\pi\hbar}\int dE\,f_L(E)\,\mathrm{Tr}\left[\Gamma_RG\Gamma_LG^\dagger\right]=\frac1h\int dE\,f_L(E)\,T(E).$$

The factor $2\pi$ from the lead spectrum has turned $1/\hbar$ into $1/h$.

A second limit is a channel with one state of energy $\varepsilon_0$ and unequal contacts. Here $\Sigma_L+\Sigma_R=\Delta-\tfrac i2(\Gamma_L+\Gamma_R)$ with $\Delta$ real, and the trace becomes

$$T=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0-\Delta)^2+\tfrac14(\Gamma_L+\Gamma_R)^2}.$$

At $E=\varepsilon_0+\Delta$ this equals $4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2$, which is one for equal contacts. It vanishes when either contact is removed.

## 5. Both directions, including a magnetic field

Exchanging the leads gives the reverse transmission $T'=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$. To compare it with $T$, let $\Gamma=\Gamma_L+\Gamma_R$ and subtract the inverse matrices:

$$G^{-1}-(G^\dagger)^{-1}=-(\Sigma_L+\Sigma_R)+(\Sigma_L+\Sigma_R)^\dagger=i\Gamma .$$

Multiply from the left by $G^\dagger$ and from the right by $G$. This gives $G^\dagger-G=iG^\dagger\Gamma G$. Exchanging the two multipliers gives $G^\dagger-G=iG\Gamma G^\dagger$. Hence

$$i(G-G^\dagger)=G^\dagger\Gamma G=G\Gamma G^\dagger .$$

Multiply the last equality by $\Gamma_L$ and take the trace. The two terms containing $\Gamma_L$ twice are equal by cyclic order, and cancel:

$$\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger].$$

Thus $T'=T$, without any assumption of time-reversal symmetry. In a steady state the channel population is constant, so particles injected by R enter L at the rate at which they leave R. The net current has magnitude

$$I=\frac{2e}{h}\int dE\,T(E)\left[f_L(E)-f_R(E)\right],$$

where the factor 2 counts spin. Positive $I$ here means electrons moving from L to R; the conventional electric current points the other way.

The cancellation needs $\Gamma$ to contain the two leads alone. Inelastic scattering described by a further self-energy adds another broadening to the identity. The trace then counts only the part that crosses without such scattering, and the current formula is incomplete.

## 6. Modes and the upper bound

Since $\Gamma_a$ is non-negative, it can be factored as $\Gamma_a=K_aK_a^\dagger$. Put $K=(K_L,K_R)$, so that $KK^\dagger=\Gamma$, and define $S=1-iK^\dagger GK$. Then

$$S^\dagger S=1+K^\dagger\left[-i(G-G^\dagger)+G^\dagger\Gamma G\right]K=1 .$$

The block from L to R is $t=-iK_R^\dagger GK_L$, and cyclic order gives

$$\mathrm{Tr}(tt^\dagger)=\mathrm{Tr}[K_R^\dagger GK_LK_L^\dagger G^\dagger K_R]=T .$$

With $r$ the reflection block, unitarity requires $r^\dagger r+t^\dagger t=1$. Each eigenvalue of $t^\dagger t$ therefore lies between 0 and 1, and $T$ cannot exceed the number of open modes in either lead.

For a square-lattice strip of width $W$, the transverse modes are

$$\chi_m(y)=\sqrt{\frac2{W+1}}\sin\frac{\pi my}{W+1},\qquad \varepsilon_m=-2t_0\cos\frac{\pi m}{W+1}.$$

Each mode is an independent chain in the lead. Removing the end site leaves the same semi-infinite chain, so its end Green function obeys $g=1/(E-\varepsilon_m-t_0^2g)$. Setting $g=-\lambda_m/t_0$ turns this into

$$E=\varepsilon_m-t_0(\lambda_m+\lambda_m^{-1}),\qquad \Sigma_m=t_0^2g=-t_0\lambda_m .$$

The retarded root has $|\lambda_m|<1$ at $E+i\eta$. For an open mode it tends to $e^{ik_m}$ with $0<k_m<\pi$, and $\Gamma_m=2t_0\sin k_m$ is $\hbar$ times the velocity in sites per unit time. For a closed mode $\lambda_m$ is real: it shifts energies in the channel but has $\Gamma_m=0$.

Choose the columns of $K_a$ as $\sqrt{\Gamma_m}\,\chi_m$ on the channel column touching lead $a$. By section 1, a unit wave in mode $n$ gives a source of modulus $\Gamma_n$ and carries the flow $\Gamma_n/\hbar$. By section 4, the outgoing flow in mode $m$ is $\Gamma_m/\hbar$ times the squared projection of $\psi_C$ on $\chi_m$ at the right contact. Their ratio is $|t_{mn}|^2$, the probability of passing from mode $n$ to mode $m$.

In a uniform strip an incoming wave continues unchanged through the channel. Every open mode then contributes one, and $T$ equals their number.

## 7. A strip with scattering and magnetic flux

Take $W=3$, $t_0=0.30$ eV and a channel of four columns. Three site energies are raised to 0.30 eV, at (column, row) positions (2,1), (3,1) and (3,2); the others are zero. A hop from one channel column to the next in row $y$ is $-t_0e^{i\phi(y-1)}$ with $\phi=0.50$ rad. Its reverse is the complex conjugate. The leads and contact bonds have no phase, so each channel plaquette carries the phase $\phi$.

At $E=-0.40$ eV, an open mode has $\cos k_m=(\varepsilon_m-E)/(2t_0)$:

- Mode 1: $\varepsilon_1=-0.4243$ eV, $\cos k_1=-0.0404$ and $\Gamma_1=0.5995$ eV.
- Mode 2: $\varepsilon_2=0$, $\cos k_2=0.6667$ and $\Gamma_2=0.60\times0.7454=0.4472$ eV.
- Mode 3: $\varepsilon_3=0.4243$ eV. The ratio exceeds one, so the mode is closed, with $\lambda_3=0.4318$ and $\Sigma_3=-0.1295$ eV.

Numerical inversion of the $12\times12$ matrix gives these probabilities:

| Incoming → outgoing | L to R | R to L |
|---|---:|---:|
| 1 → 1 | 0.2808 | 0.6957 |
| 1 → 2 | 0.5397 | 0.1478 |
| 2 → 1 | 0.4616 | 0.0816 |
| 2 → 2 | 0.0411 | 0.3980 |

Each column adds to $T=1.323$, although the individual processes differ strongly. Without flux $H_C$ would be real and symmetric, and so $G$ would be symmetric. The process $1\to2$ from L to R would then have the same probability as $2\to1$ from R to L. The flux breaks this equality, 0.540 against 0.082, but not the equality of the totals.

The transmission eigenvalues are 0.968 and 0.356. One combination of the incoming modes passes almost fully, while the orthogonal one is mostly reflected. The same strip without raised sites or flux has $T=2$.

For a small bias at low temperature, $f_L-f_R$ selects energies near the Fermi level, and the conductance is $(2e^2/h)T$. With the Fermi level at $-0.40$ eV this is $77.48\times1.3232=102.5$ microsiemens.

At other energies the calculation gives:

| $E$ (eV) | Open modes | $T$ |
|---:|---:|---:|
| −0.90 | 1 | 0.438 |
| −0.70 | 1 | 0.859 |
| −0.50 | 2 | 1.144 |
| −0.25 | 2 | 1.642 |
| 0.05 | 3 | 2.293 |

None of these values exceeds the number of open modes, as unitarity requires.

## 8. From transmission to current

Let the chemical potentials be $\mu_L=-0.30$ eV and $\mu_R=-0.50$ eV, with $k_BT_{\rm e}=0.025$ eV, where $T_{\rm e}$ is the electron temperature. Trapezoidal integration gives

$$\int dE\,T(E)(f_L-f_R)=0.2661\ \text{eV}.$$

Divided by $\mu_L-\mu_R=0.20$ eV, this is a mean transmission of 1.33. The current is $77.48\ \mu\text{S}\times0.2661\ \text{V}=20.6\ \mu\text{A}$. Here $H_C$ is held fixed. In a device the bias also rearranges charge and changes the channel potential; within a mean-field description, $T$ must then be recalculated for each bias.

In units of $t_0/\hbar$, the flow per spin is $0.26605/(2\pi\times0.30)=0.1411$. It can also be obtained without a transmission function. Give each lead 150 columns, fill the isolated leads with their Fermi distributions, leave the channel empty, and connect them at time zero. Diagonalizing the complete Hamiltonian gives the evolution and the number of particles in R.

Between times $60\,\hbar/t_0$ and $130\,\hbar/t_0$, the mean gain in R is also $0.1411\,t_0/\hbar$ per spin. The upper time is set by the finite leads: the greatest velocity is two columns per $\hbar/t_0$, so the main wavefront returns from a far end at about $150\,\hbar/t_0$. The steady current exists in the interval after the switching transient and before this return. Infinite leads remove the second limit. The strip used here also has one bound state, at 1.079 eV, just above the lead bands. Its population stays constant and its interference with the spreading waves dies out, so it does not change the steady current. If there are several bound states, their interference with each other can leave an oscillating current that the steady formula does not contain.
